# Resistivity of Stressed n-Type Silicon at Complete Valley Transfer

## Problem

The conduction band of silicon has six equivalent valleys, two on each cube axis. Near its minimum each valley is an ellipsoid with mass \(m_l\) along its own axis and \(m_t\) in the two directions across it. A thick n-type bar carries current along [100], and a uniaxial stress \(X\), positive in tension, acts along the same direction.

Assume the following.

- The density \(n\) of conduction electrons does not change with stress.
- The valleys are rigid: stress shifts their energies but leaves their masses alone.
- One constant relaxation time \(\tau\) holds for all valleys and all stresses.
- The electric field is weak, and the bar is too thick for confinement to matter.

A valley on axis \(i\) shifts by \(\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\varepsilon_{ii}\), where \(\varepsilon\) is the strain and \(\Xi_u>0\).

Take \(m_l=0.916\,m\) and \(m_t=0.190\,m\), with \(m\) the free-electron mass, \(\Xi_u=9.0\) eV, and elastic constants \(c_{11}=166\) GPa and \(c_{12}=64\) GPa. These are rough typical values for silicon. Take also \(T=300\) K, \(n=10^{16}\) cm\(^{-3}\) and \(\tau=0.20\) ps.

(a) Find the conductivity along [100] without stress.

(b) Determine which valleys empty under each sign of stress. Show that complete transfer multiplies the resistivity by about 0.74 in tension and 3.5 in compression.

(c) For nondegenerate electrons, find the resistivity at any stress, its initial slope, and the stress at which each limit is reached within 1%.

(d) Estimate how far the neglected effects move the results.

## Solution

### (a) Conductivity without stress

Consider one valley in a field \(F\) along \(x\), the [100] direction. The force on an electron is \(-eF\), with \(e>0\). To first order in \(F\), the steady Boltzmann equation is

\[
-\frac{eF}{\hbar}\frac{\partial f_0}{\partial k_x}=-\frac{f_1}{\tau},
\qquad\text{so}\qquad
f_1=\frac{e\tau F}{\hbar}\frac{\partial f_0}{\partial k_x}.
\]

Here \(f_0\) is the equilibrium occupation and \(f_1\) its change. The current density is \(-e\) times the sum of \(v_xf_1\) over states, with a factor 2 for spin:

\[
\sigma_v=-\frac{e^2\tau}{\hbar}\int\frac{2\,d^3k}{(2\pi)^3}\,v_x\frac{\partial f_0}{\partial k_x}
=\frac{e^2\tau}{\hbar}\int\frac{2\,d^3k}{(2\pi)^3}\,f_0\frac{\partial v_x}{\partial k_x}.
\]

The second form follows by integration by parts; the boundary term vanishes because \(f_0\) falls to zero far from the minimum. With \(k_x\) measured from the minimum, \(v_x=\hbar k_x/m_x\), and therefore

\[
\sigma_v=\frac{n_ve^2\tau}{m_x}.
\]

Here \(n_v\) is the electron density in the valley and \(m_x\) its mass along the current. The form of \(f_0\) was not used, so the result holds for Maxwell and Fermi statistics alike. It reads the same in Gaussian and SI units.

Without stress each pair of valleys holds \(n/3\). The pair on the \(x\) axis has \(m_x=m_l\), and the other two pairs have \(m_x=m_t\). Hence

\[
\sigma_0=\frac{ne^2\tau}{3}\left(\frac1{m_l}+\frac2{m_t}\right)
=\frac{ne^2\tau}{m_l}\,\frac{2K+1}{3},
\qquad K=\frac{m_l}{m_t}=4.82 .
\]

The \(x\) pair holds a third of the electrons but carries only the fraction \(1/(2K+1)\), about 9%, of the current.

Writing \(\sigma_0=ne^2\tau/m_c\) defines the conductivity mass \(m_c=3/(1/m_l+2/m_t)=0.258\,m\). The mobility \(e\tau/m_c\) is 1362 cm²/Vs, and the resistivity is \(\rho_0=0.458\) Ω cm.

### (b) Complete transfer

The side faces are free of stress, so \(\varepsilon_{yy}=\varepsilon_{zz}\), and Hooke's law gives

\[
X=c_{11}\varepsilon_{xx}+2c_{12}\varepsilon_{yy},\qquad
0=c_{12}\varepsilon_{xx}+(c_{11}+c_{12})\varepsilon_{yy}.
\]

Subtracting the second equation from the first leaves \(X=(c_{11}-c_{12})(\varepsilon_{xx}-\varepsilon_{yy})\). The term \(\Xi_d\,\mathrm{Tr}\,\varepsilon\) is common to all valleys and drops out of their energy difference:

\[
\Delta\equiv E_x-E_y=\Xi_u(\varepsilon_{xx}-\varepsilon_{yy})
=\frac{\Xi_uX}{c_{11}-c_{12}} .
\]

Numerically this is \(9.0\ \text{eV}/102\ \text{GPa}=88.2\) meV per GPa.

**Tension.** Here \(\Delta>0\), so the \(x\) pair rises and empties. All electrons then have mass \(m_t\) along the current, and \(\sigma=ne^2\tau/m_t=Kne^2\tau/m_l\). At fixed \(n\) and \(\tau\),

\[
\frac{\rho}{\rho_0}=\frac{\sigma_0}{\sigma}=\frac{2K+1}{3K}
=\frac{10.64}{14.46}=0.736 .
\]

**Compression.** Here \(\Delta<0\), so the \(x\) pair falls and collects all the electrons. Their mass along the current is \(m_l\), so \(\sigma=ne^2\tau/m_l\) and

\[
\frac{\rho}{\rho_0}=\frac{2K+1}{3}=\frac{10.64}{3}=3.55 .
\]

These are the required factors of about 0.74 and 3.5. For this bar the limiting resistivities are 0.337 and 1.625 Ω cm, with mobilities of 1851 and 384 cm²/Vs.

The asymmetry comes from the starting point. Tension removes the valleys that carried 9% of the current and moves their electrons to light-mass valleys. Compression empties the valleys that carried the other 91%.

The compression factor is also the more sensitive to the masses. Raising \(K\) by 0.1 changes it from 3.547 to 3.614, while the tension factor moves only from 0.736 to 0.734.

### (c) Partial transfer

All valleys have the same density of states. For nondegenerate electrons the populations of the \(x\), \(y\) and \(z\) pairs are therefore in the ratio \(w:1:1\), with \(w=e^{-\Delta/k_BT}\). The conductivity is

\[
\sigma=\frac{ne^2\tau}{w+2}\left(\frac{w}{m_l}+\frac{2}{m_t}\right)
=\frac{ne^2\tau}{m_l}\,\frac{w+2K}{w+2},
\]

and division into \(\sigma_0\) gives

\[
\frac{\rho}{\rho_0}=\frac{2K+1}{3}\,\frac{w+2}{w+2K}.
\]

At \(w=1\) the ratio is 1. For \(w\to0\) and \(w\to\infty\) it goes to the limits of part (b).

**Initial slope.** At \(w=1\),

\[
\frac{d\ln\rho}{dw}=\frac13-\frac1{2K+1}=\frac{2(K-1)}{3(2K+1)},
\qquad
\frac{dw}{dX}=-\frac{\Xi_u}{k_BT(c_{11}-c_{12})}.
\]

Their product is the piezoresistance coefficient

\[
\pi_{11}=-\frac{2\,\Xi_u}{3k_BT(c_{11}-c_{12})}\,\frac{K-1}{2K+1}.
\]

With \(k_BT=25.85\) meV this is \(-\tfrac23(88.2/25.85)(3.82/10.64)=-0.82\) per GPa.

**Approach to the limits.** For large splitting, expand in the small quantity \(e^{-|\Delta|/k_BT}\). Relative to its own limit, the resistivity is

\[
\text{tension: }\frac{1+w/2}{1+w/2K}\approx1+\frac{K-1}{2K}\,e^{-|\Delta|/k_BT},
\]
\[
\text{compression: }\frac{1+2/w}{1+2K/w}\approx1-2(K-1)\,e^{-|\Delta|/k_BT}.
\]

At equal \(|\Delta|\) the shortfall in compression is larger by a factor \(4K\approx19\). Of this, \(K\) arises because the electrons left behind in compression are the mobile ones. The factor 4 arises because they have two upper pairs to occupy above one lower pair, instead of one above two.

| Stress (GPa) | \(\rho/\rho_0\), tension | \(\rho/\rho_0\), compression |
|---|---|---|
| 0.5 | 0.788 | 1.758 |
| 1.0 | 0.745 | 2.870 |
| 2.0 | 0.736 | 3.518 |

At 1 GPa compression \(w=e^{88.2/25.85}\approx30.3\). The upper valleys then hold \(2/(w+2)=6.2\%\) of the electrons, but these carry \(2K/(w+2K)=24\%\) of the current.

To find where the tension limit is reached within 1%, set \(K(w+2)/(w+2K)=1.01\). This gives \(w=0.02K/(K-1.01)=0.025\), or 1.08 GPa. In compression, \((w+2)/(w+2K)=0.99\) gives \(w=198K-200\approx755\), or 1.94 GPa.

### (d) What the model leaves out

**Scattering that depends on stress.** An energy-dependent \(\tau\) does not by itself spoil the limits. If \(\tau\) is the same function of kinetic energy \(E\) in every valley, nondegenerate electrons have

\[
\sigma_v=\frac{n_ve^2\langle\tau\rangle}{m_x},\qquad
\langle\tau\rangle=\frac{\int\tau E^{3/2}e^{-E/k_BT}dE}{\int E^{3/2}e^{-E/k_BT}dE}.
\]

The weight is the density of states, \(\propto E^{1/2}\), times the average of \(v_x^2\) at fixed energy, \(2E/3m_x\). The common factor \(\langle\tau\rangle\) cancels from \(\rho/\rho_0\).

Phonons that carry electrons between valleys on different axes are another matter. Once the valleys split, an electron in a low valley can reach a high one only if its kinetic energy, together with that of any absorbed phonon, covers the gap. This scattering therefore weakens, and \(\tau\) in the low valleys grows with stress.

A phonon model gives the size. It has a 9 eV acoustic deformation potential, a sound speed of \(6.6\times10^5\) cm/s and a mass density of 2.329 g/cm³. Its intervalley couplings, in \(10^8\) eV/cm, are

- 0.5, 0.8 and 11 between valleys on the same axis, with phonons of 12, 18.5 and 61.2 meV;
- 0.3, 2 and 2 between valleys on different axes, with phonons of 19, 47.4 and 59 meV.

These are rough values, and the unstressed mobility of the model, 1087 cm²/Vs, is below that of real silicon. A sound speed of \(9.0\times10^5\) cm/s would give 1600 cm²/Vs and change the first pair of ratios below to 0.69 and 3.06. At 2 GPa the model gives 0.70 in tension and 3.20 in compression, against 0.736 and 3.52 for constant \(\tau\). With the different-axis couplings doubled, and the unstressed state recomputed, it gives 0.63 and 2.53. When those couplings are set to zero, the constant-\(\tau\) ratios return. At 2 GPa this shift is larger than those from degeneracy, shape, mass changes or a different \(\Xi_u\). At 1 GPa compression, where transfer is still incomplete, heavy doping or a different \(\Xi_u\) can matter more. Compression suffers more because all four different-axis destinations then lie higher, whereas in tension two of the four stay level.

**Scattering that depends on direction.** The models above use one \(\tau\) along and across the valley axis. If the two differ by a fixed ratio, \(K\) is replaced by \(K\tau_t/\tau_l\) in both limits. Acoustic scattering in an ellipsoidal valley is anisotropic in this way, by an amount that depends on the poorly known \(\Xi_d\). With \(c_{44}=79.6\) GPa and \(\Xi_u=9\) eV, the acoustic \(\tau_l/\tau_t\) is about 0.63 for \(\Xi_d=1.1\) eV and 1.6 for \(\Xi_d=-6\) eV. At the same mean acoustic strength, the phonon model at 2 GPa then gives 0.68 and 4.3 in the first case and 0.73 and 2.4 in the second. In compression this can outweigh the intervalley effect, so 3.5 is only a rough guide for real silicon.

**Rigid valleys and the sign of \(\Xi_u\).** A band calculation for strained silicon used a local empirical pseudopotential with form factors \(-0.21\), 0.04 and 0.08 Ry, interpolated smoothly between reciprocal-lattice vectors. It leaves out nonlocal and spin–orbit terms. It confirms that tension raises the \(x\) valleys and gives \(\Xi_u=10.4\) eV, \(m_l=0.87\,m\) and \(m_t=0.184\,m\) (the finite step used in the numerical output raises it to 0.185). Another reasonable interpolation can shift \(\Xi_u\) by about 1 eV. At 1 GPa the mass that matters changes by about 0.5% in tension and \(-0.6\%\) in compression.

**Degeneracy.** At \(10^{16}\) cm\(^{-3}\) Fermi statistics change the 1 GPa compression ratio only from 2.870 to 2.869. At \(10^{19}\) cm\(^{-3}\), with \(\tau\) still constant, the ratio is 2.68, because filled low states push more electrons into the upper valleys. For constant \(\tau\) the complete-transfer limits do not depend on the statistics, but reaching them within 1% then takes 1.13 GPa in tension and 2.05 GPa in compression. For degenerate electrons an energy-dependent \(\tau\) does move the limits, because transfer raises the Fermi level in the occupied valleys: at \(10^{19}\) cm\(^{-3}\) and \(\tau\propto E^{-1/2}\) they become 0.75 and 3.9.

**Shape.** The factors above are for resistivity. A resistance also changes by \((1+\varepsilon_{xx})/(1+\varepsilon_{yy})^2\), which adds 1.2% at 1 GPa tension.

**Comparison with real silicon.** The mobility of 1362 cm²/Vs is set by the chosen \(\tau\), so its closeness to that of lightly doped silicon at room temperature, roughly 1400 cm²/Vs, is no test of the model. The slope of \(-0.82\) per GPa is somewhat smaller in size than the measured coefficient, roughly \(-1\) per GPa. Near-complete transfer takes about 1 GPa in tension and 2 GPa in compression. An ordinary thick bar would usually fracture before reaching 1 GPa in tension, because a surface flaw a few tenths of a micrometre deep is enough to break it. The tension limit is therefore an idealization for such a bar; small structures with few flaws can bear more. The initial slope describes the change only while \(|\Delta|\ll k_BT\), that is, for stresses well below 0.3 GPa. Thin transistor channels break the assumption of six level valleys. In a 10 nm film with hard walls normal to [001], confinement alone separates the valleys by

\[
\frac{\pi^2\hbar^2}{2L^2}\left(\frac1{m_t}-\frac1{m_l}\right)=15.7\ \text{meV}\approx0.6\,k_BT,
\]

where \(L\) is the film thickness. The unstressed populations are then unequal, and \(\rho_0\) is no longer the reference used here. The numerical output below collects the values for this example.

## Computed results

```
Longitudinal, transverse mass: 0.916, 0.190 m0
Mass ratio K: 4.821
Elastic constants c11, c12: 166, 64 GPa
Shear deformation potential: 9.0 eV
Temperature: 300 K; kT: 25.85 meV
Relaxation time: 0.20 ps; density: 1.0e+16 cm^-3
Conductivity mass without stress: 0.2582 m0
Mobility without stress: 1362 cm^2/Vs
Mobility, full transfer, tension: 1851 cm^2/Vs
Mobility, full transfer, compression: 384 cm^2/Vs
Resistivity without stress: 0.458 ohm cm
Resistivity, full transfer, tension: 0.337 ohm cm
Resistivity, full transfer, compression: 1.625 ohm cm
Limit rho/rho0, tension: 0.7358
Limit rho/rho0, compression: 3.5474
Limits if K is larger by 0.1: 0.7344, 3.6140
Splitting per stress: 88.2 meV/GPa
Small-stress slope pi11: -0.817 1/GPa
rho/rho0 at 0.5 GPa tension, compression: 0.788, 1.758
rho/rho0 at 1.0 GPa tension, compression: 0.745, 2.870
rho/rho0 at 2.0 GPa tension, compression: 0.736, 3.518
Stress within 1% of limit, tension: 1.08 GPa
Stress within 1% of limit, compression: 1.94 GPa
At 1 GPa compression, electrons left in y,z valleys: 6.2 %
Their share of the current: 24.1 %
Pseudopotential model, Xi_u: 10.4 eV
Pseudopotential model, ml, mt: 0.872, 0.185 m0
Its change of mt in y valley, 1 GPa tension: 0.45 %
Its change of ml in x valley, 1 GPa compression: -0.61 %
Phonon model, mobility without stress: 1087 cm^2/Vs
Phonon model, different-axis couplings x1, rho/rho0 at 2 GPa tension, compression: 0.702, 3.200
Phonon model, different-axis couplings x2, rho/rho0 at 2 GPa tension, compression: 0.632, 2.526
Fermi statistics, n = 1e+16 cm^-3, rho/rho0 at 1 GPa tension, compression: 0.745, 2.869
Fermi statistics, n = 1e+19 cm^-3, rho/rho0 at 1 GPa tension, compression: 0.747, 2.684
Shape change of resistance at 1 GPa tension: 1.20 %
Confinement splitting in a 10 nm film: 15.7 meV
```
